# Hydrogen-like ZORA states from Dirac states by coordinate scaling

An electron moves in the field of a fixed point nucleus, $V(r)=-Z/r$ with $0<Z<c$. Atomic units are used ($\hbar=m=e=1$), and energies are counted from the rest energy of the electron. The Dirac equation for the two-component functions $\phi$ (large) and $\chi$ (small) is

$$V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=E_D\phi,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-2c^2)\chi=E_D\chi .$$

Its bound states lie in the gap $-2c^2<E_D<0$. The zeroth-order regular approximation (ZORA) replaces this pair by one two-component equation, $H_Z\Phi=E_Z\Phi$, with

$$H_Z=\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p+V .$$

The problem is to find how the bound states of the two equations are related.

## (a) What does ZORA leave out?

**Question.** Eliminate $\chi$ from the Dirac pair without approximation and compare the result with $H_Z$.

**Solution.** The second Dirac equation gives $c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi=(2c^2+E_D-V)\chi$. The bracket is positive, because $E_D>-2c^2$ and $-V>0$, so we may divide by it:

$$\chi=\frac{c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi}{2c^2+E_D-V}. \tag{1}$$

Inserting this in the first equation yields

$$\left[\boldsymbol\sigma\!\cdot\!\mathbf p\,\frac{c^2}{2c^2+E_D-V}\,\boldsymbol\sigma\!\cdot\!\mathbf p+V\right]\phi=E_D\phi. \tag{2}$$

ZORA drops $E_D$ from the denominator. The relative change of the denominator is $|E_D|/(2c^2+Z/r)$. It is largest far out, where the denominator is $2c^2+E_D$ instead of $2c^2$, and it vanishes at the nucleus, but it falls to half its far value only at $r=Z/(2c^2)$. For the ion of part (f) this radius is $0.0021$ bohr, well inside the mean $1s$ radius of $0.017$ bohr, so a deep level feels the omission over most of its orbital.

## (b) Can a change of length scale restore the missing energy?

**Question.** Let $\Phi(\mathbf r)=f(\mathbf s)$ with $\mathbf s=\mathbf r/\lambda$ and $\lambda>0$. Work out $H_Z\Phi$, and choose $f$ and $\lambda$ so that $\Phi$ is an eigenfunction. What is its energy?

**Solution.** By the chain rule $\partial/\partial r_i=\lambda^{-1}\partial/\partial s_i$, so $\boldsymbol\sigma\!\cdot\!\mathbf p_r=\lambda^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p_s$. The spin matrices are constant and do not change. The Coulomb potential obeys $V(r)=-Z/(\lambda s)=V(s)/\lambda$. Therefore

$$H_Z\Phi=\frac1{\lambda^2}\,\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\frac{c^2}{2c^2-V(s)/\lambda}\,\boldsymbol\sigma\!\cdot\!\mathbf p_s f+\frac{V(s)}{\lambda}f .$$

Multiplying numerator and denominator of the fraction by $\lambda$ turns it into $\lambda c^2/[2c^2\lambda-V(s)]$. One factor $1/\lambda$ then stands in front of both terms:

$$H_Z\Phi=\frac1\lambda\left[\boldsymbol\sigma\!\cdot\!\mathbf p_s\,\frac{c^2}{2c^2\lambda-V(s)}\,\boldsymbol\sigma\!\cdot\!\mathbf p_s+V(s)\right]f(\mathbf s). \tag{3}$$

The bracket is the operator of equation (2) if $2c^2\lambda=2c^2+E_D$, that is,

$$\lambda=1+\frac{E_D}{2c^2}. \tag{4}$$

With this $\lambda$ and $f=N\phi$, where $N$ is a constant, the bracket gives $E_D f$. Hence

$$\Phi(\mathbf r)=N\phi(\mathbf r/\lambda),\qquad E_Z=\frac{E_D}{\lambda}=\frac{2c^2E_D}{2c^2+E_D}. \tag{5}$$

Since $-2c^2<E_D<0$, we have $0<\lambda<1$. The ZORA orbital is a contracted copy of the Dirac large component, and its energy is too low:

$$E_Z-E_D=\frac{2c^2E_D-E_D(2c^2+E_D)}{2c^2+E_D}=-\frac{E_D^2}{2c^2+E_D}<0 .$$

For small $Z/c$ we may put $E_D\approx-Z^2/(2n^2)$, with $n$ the principal quantum number. The error is then $-Z^4/(8n^4c^2)$ to leading order. It is of order $c^{-2}$, the same order as the leading relativistic corrections.

## (c) Is the scaled function an admissible bound state?

**Question.** Find the normalization and the lower function belonging to $\Phi$. Then examine the behaviour at the nucleus, where the potential is singular.

**Solution.** Substituting $\mathbf r=\lambda\mathbf s$ in the norm integral gives $\int|\phi(\mathbf r/\lambda)|^2d^3r=\lambda^3\int|\phi(\mathbf s)|^2d^3s$, so $\Phi$ is normalized by $N=\lambda^{-3/2}/\|\phi\|$.

Define the ZORA lower function by $\chi_Z=c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\Phi/(2c^2-V)$. The same substitutions as in (b) give

$$\chi_Z(\mathbf r)=\frac{N}{\lambda}\,\frac{c\,\boldsymbol\sigma\!\cdot\!\mathbf p_s\phi(\mathbf s)}{2c^2-V(s)/\lambda}=N\,\frac{c\,\boldsymbol\sigma\!\cdot\!\mathbf p_s\phi(\mathbf s)}{2c^2\lambda-V(s)}=N\chi(\mathbf r/\lambda), \tag{6}$$

by equations (4) and (1). Both components of the Dirac spinor are scaled alike.

For the behaviour at the nucleus, write $\phi=(P/r)\,\Omega_\kappa$, where $\Omega_\kappa$ is a spin-angular function with $\boldsymbol\sigma\!\cdot\!\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$, and $\chi=-i(Q/r)\,\sigma_r\Omega_\kappa$, with $\sigma_r=\boldsymbol\sigma\!\cdot\!\mathbf r/r$. The identity $\boldsymbol\sigma\!\cdot\!\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\!\cdot\!\mathbf L/r)$, together with the fact that $\sigma_r$ changes $\kappa$ into $-\kappa$, turns the Dirac pair into

$$c\left(P'+\frac{\kappa}{r}P\right)=(2c^2+E_D-V)Q,\qquad -c\left(Q'-\frac{\kappa}{r}Q\right)=(E_D-V)P. \tag{7}$$

The ZORA pair has $2c^2-V$ in the first equation and $E_Z-V$ in the second. Near $r=0$ the term $-V=Z/r$ dominates in either case. Setting $P\approx p_0r^s$ and $Q\approx q_0r^s$ gives

$$(s+\kappa)p_0=\frac Zc\,q_0,\qquad(\kappa-s)q_0=\frac Zc\,p_0 .$$

The product of the two conditions is $\kappa^2-s^2=Z^2/c^2$, so $s=\pm\gamma$ with $\gamma=\sqrt{\kappa^2-Z^2/c^2}$. We take the regular solution, $s=+\gamma$, in both problems. Scaling the coordinate does not alter a power, so $\Phi$ is regular when $\phi$ is.

In ZORA this choice is enforced by finite kinetic energy, which is

$$\int\frac{c^2}{2c^2-V}\,|\boldsymbol\sigma\!\cdot\!\mathbf p\,\Phi|^2d^3r=\int(2c^2-V)\,|\chi_Z|^2d^3r. \tag{8}$$

Near the nucleus the radial integrand on the right is $Zq_0^2r^{2s-1}$. Here $q_0\neq0$, because $|s|<|\kappa|$. The integral converges at $r=0$ for $s=\gamma$ and diverges for $s=-\gamma$.

## (d) Are all bound ZORA states obtained?

**Question.** Start from a regular ZORA state with $E_Z<0$ and recover a Dirac state. Are the order and the degeneracies of the levels kept?

**Solution.** Equations (4) and (5) require $E_D=\lambda E_Z$ and $\lambda=1+\lambda E_Z/(2c^2)$. Solving for $\lambda$,

$$\lambda=\frac{2c^2}{2c^2-E_Z},\qquad E_D=\frac{2c^2E_Z}{2c^2-E_Z}.$$

For $E_Z<0$ this gives $0<\lambda<1$ and $-2c^2<E_D<0$, so the energy is in the gap. Put $\phi(\mathbf s)=\Phi(\lambda\mathbf s)$. Equation (3), read from left to right, says that the bracket acting on $\phi$ gives $\lambda E_Z\phi=E_D\phi$, which is equation (2). The function $\chi$ defined by (1) then completes a solution of the Dirac pair.

This $\chi$ is square integrable. By (6) it is a scaled $\chi_Z$, and $|\chi_Z|^2\le(2c^2-V)|\chi_Z|^2/(2c^2)$, whose integral is finite by (8). So every regular ZORA state with $E_Z<0$ comes from a bound Dirac state.

At a given energy $\lambda$ is one fixed number, and scaling by it is a linear, invertible operation. Corresponding levels thus have equal multiplicity. Since $dE_Z/dE_D=4c^4/(2c^2+E_D)^2=1/\lambda^2>0$, their order is also kept.

## (e) What does $\lambda$ say about the small component?

**Question.** Find the ratio $w=\|\chi\|^2/\|\phi\|^2$ for a bound Dirac state. Use it to evaluate the scaled ZORA energy $E_Z/(1+w_Z)$, where $w_Z=\|\chi_Z\|^2/\|\Phi\|^2$.

**Solution.** Let the electron mass be a parameter $m$ and include the rest energy:

$$h_m=c\,\boldsymbol\alpha\!\cdot\!\mathbf p+\beta mc^2-Z/r .$$

With $\mathbf r=\mathbf s/m$, each term acquires a factor $m$, so the eigenvalues are $W(m)=mW(1)$, where $W(1)=c^2+E_D$. The Hellmann–Feynman theorem gives $dW/dm=c^2\langle\beta\rangle$, hence $\langle\beta\rangle=1+E_D/c^2$. For a normalized four-component state,

$$\|\phi\|^2+\|\chi\|^2=1,\qquad\|\phi\|^2-\|\chi\|^2=1+\frac{E_D}{c^2}.$$

Half the sum is $\|\phi\|^2=1+E_D/(2c^2)=\lambda$. The scale factor is the weight of the large component, and

$$1+w=\frac{\|\phi\|^2+\|\chi\|^2}{\|\phi\|^2}=\frac1\lambda .$$

The scaled ZORA energy arises from expanding the denominator of (2) to first order in the energy $E$:

$$\frac{c^2}{2c^2+E-V}\approx\frac{c^2}{2c^2-V}-\frac{E\,c^2}{(2c^2-V)^2}.$$

Its expectation value with a normalized ZORA orbital gives $E=E_Z-Ew_Z$, or $E=E_Z/(1+w_Z)$. For a general potential this is an estimate. Here (6) implies $w_Z=w$, and

$$\frac{E_Z}{1+w_Z}=\lambda E_Z=E_D .$$

For the bound states of a point nucleus the estimate is the Dirac energy itself.

## (f) How large are the effects in a heavy ion?

**Question.** Find the $1s_{1/2}$ ZORA orbital in closed form. Evaluate the results for the hydrogen-like platinum ion, $Z=78$, and examine the $2p$ spin-orbit splitting and the $1s$–$2s$ overlap.

**Solution.** For $1s_{1/2}$, $\kappa=-1$. Try $P=r^\gamma e^{-Zr}$ and $Q=qP$ in (7). The second equation becomes

$$-cq\left(\frac{\gamma+1}{r}-Z\right)=E_D+\frac Zr .$$

The $1/r$ terms give $q=-Z/[c(1+\gamma)]=-c(1-\gamma)/Z$, where $Z^2/c^2=(1-\gamma)(1+\gamma)$ was used. The constant terms give $E_D=cqZ=-c^2(1-\gamma)$.

The first equation reads $c[(\gamma-1)/r-Z]=q(2c^2+E_D+Z/r)$. Its $1/r$ terms agree with this $q$. Its constant terms agree as well, because $q(2c^2+E_D)=qc^2(1+\gamma)=-cZ$. Consequently

$$\lambda=\frac{1+\gamma}2,\qquad E_Z=-2c^2\,\frac{1-\gamma}{1+\gamma},\qquad\Phi\propto r^{\gamma-1}e^{-Zr/\lambda}.$$

As $Z\to c$, $\gamma\to0$: the Dirac energy tends to $-c^2$ and the ZORA energy to $-2c^2$, an error equal to the Dirac energy itself.

For $Z=78$, $\gamma=0.822204$ and $2c^2=37557.7$ hartree. Then $\lambda=1.822204/2=0.911102$, and

$$E_D=37557.7\,(0.911102-1)=-3338.8\ \text{hartree},\qquad E_Z=\frac{-3338.8}{0.911102}=-3664.6\ \text{hartree}.$$

These are $-90.85$ keV and $-99.72$ keV. The ZORA error is $9.8\%$ of the Dirac energy, which is $w=0.0976$, since $E_Z/E_D-1=1/\lambda-1=w$. The mean radius of the normalized large component shrinks from $0.01695$ to $0.01544$ bohr, a ratio of $\lambda$. Energies in hartree for the lowest levels are:

| State | $E_D$ | $\lambda$ | $E_Z$ |
|---|---:|---:|---:|
| $1s_{1/2}$ | $-3338.8$ | $0.9111$ | $-3664.6$ |
| $2s_{1/2},\,2p_{1/2}$ | $-854.1$ | $0.9773$ | $-874.0$ |
| $2p_{3/2}$ | $-776.6$ | $0.9793$ | $-793.0$ |

The model leaves out nuclear size, recoil and radiative corrections. In the numerical check the ZORA radial equation is diagonalized directly, and its energies and both components agree with the scaled Dirac solutions.

The Dirac degeneracy of $2s_{1/2}$ and $2p_{1/2}$ survives, as (d) requires. For two levels $a$ and $b$, equation (4) gives

$$\frac{E_a}{\lambda_a}-\frac{E_b}{\lambda_b}=\frac{E_a\lambda_b-E_b\lambda_a}{\lambda_a\lambda_b}=\frac{E_a-E_b}{\lambda_a\lambda_b},$$

because the products $E_aE_b/(2c^2)$ cancel. The $2p$ splitting therefore grows from $77.57$ to $77.57/(0.977258\times0.979324)=81.05$ hartree, which is $4.5\%$ above the Dirac value.

The normalized Dirac large components of $1s$ and $2s$ have an overlap of magnitude $0.0387$. Orthogonality of the four-component states requires $\langle\phi_1|\phi_2\rangle=-\langle\chi_1|\chi_2\rangle$, which need not vanish. After each is scaled by its own $\lambda$, they are eigenfunctions of the Hermitian operator $H_Z$ with different energies, and so are orthogonal. The check finds the scaled overlap below $10^{-7}$.

## (g) What happens when the nucleus is screened?

**Question.** Replace $V$ by $V_\mu(r)=-(Z/r)e^{-\mu r}$, with $\mu>0$ small enough that a bound $s$ level remains. Does (5) still relate the lowest $s$ levels of the two equations?

**Solution.** Now $V_\mu(\lambda s)=V_{\lambda\mu}(s)/\lambda$. Scaling changes the screening constant as well as the strength, and the argument of (b) gives

$$E_Z(\mu)=\frac{E_D(\lambda\mu)}{\lambda},\qquad\lambda=1+\frac{E_D(\lambda\mu)}{2c^2}.$$

The ZORA level is tied to a Dirac problem with weaker screening, $\lambda\mu<\mu$. The lowest level goes over into the lowest level: the eigenvalues of the operator in (2) fall as the energy in its denominator rises, so its lowest eigenvalue meets that energy once, and no other eigenvalue can do so at a lower energy.

Since $\partial V_\mu/\partial\mu=Ze^{-\mu r}>0$, weaker screening means a lower Dirac level. The map in (5) is increasing, so applying it to $E_D(\mu)$ must give an energy above the true ZORA level.

For $Z=78$ and $\mu=8$ bohr$^{-1}$, the lowest Dirac level is $-2754.8$ hartree, which (5) would send to $-2972.8$ hartree. Diagonalization of the ZORA equation gives $-3020.5$ hartree. It lies $47.6$ hartree lower, in the predicted direction. The relation (5) at fixed potential rests on $V(\lambda s)=V(s)/\lambda$, a property that the screened field of a many-electron atom lacks, so the derivation does not apply there.

## Computed results

```
Nuclear charge Z = 78
Speed of light c = 137.035999 a.u.
2c^2 = 37557.7301 hartree
1s1/2: Dirac energy = -3338.8146 hartree
1s1/2: scale factor lambda = 0.911102
1s1/2: ZORA energy, from map = -3664.5901 hartree
1s1/2: ZORA energy, diagonalized = -3664.5901 hartree
1s1/2: ZORA minus Dirac = -325.7755 hartree
1s1/2: norm ratio w = 0.097572
1s1/2: scaled ZORA energy = -3338.8146 hartree
1s1/2: overlap, ZORA with unscaled Dirac = 0.997140
2s1/2: Dirac energy = -854.1280 hartree
2s1/2: scale factor lambda = 0.977258
2s1/2: ZORA energy, from map = -874.0044 hartree
2s1/2: ZORA energy, diagonalized = -874.0044 hartree
2s1/2: ZORA minus Dirac = -19.8764 hartree
2s1/2: norm ratio w = 0.023271
2s1/2: scaled ZORA energy = -854.1280 hartree
2s1/2: overlap, ZORA with unscaled Dirac = 0.999458
2p1/2: Dirac energy = -854.1280 hartree
2p1/2: scale factor lambda = 0.977258
2p1/2: ZORA energy, from map = -874.0044 hartree
2p1/2: ZORA energy, diagonalized = -874.0044 hartree
2p1/2: ZORA minus Dirac = -19.8764 hartree
2p1/2: norm ratio w = 0.023271
2p1/2: scaled ZORA energy = -854.1280 hartree
2p1/2: overlap, ZORA with unscaled Dirac = 0.999710
2p3/2: Dirac energy = -776.5563 hartree
2p3/2: scale factor lambda = 0.979324
2p3/2: ZORA energy, from map = -792.9517 hartree
2p3/2: ZORA energy, diagonalized = -792.9517 hartree
2p3/2: ZORA minus Dirac = -16.3953 hartree
2p3/2: norm ratio w = 0.021113
2p3/2: scaled ZORA energy = -776.5563 hartree
2p3/2: overlap, ZORA with unscaled Dirac = 0.999736
1s1/2: Dirac energy = -90.8538 keV
1s1/2: ZORA energy = -99.7186 keV
2p splitting, Dirac = 77.5717 hartree
2p splitting, ZORA = 81.0527 hartree
1s mean radius, Dirac large component = 0.0169513 bohr
1s mean radius, ZORA = 0.0154444 bohr
1s-2s overlap, unscaled large components = 0.038748
1s-2s overlap below 1e-7 after scaling: True
1s exponent gamma = 0.822204
1s decay constant Z/lambda = 85.6106 1/bohr
Screening constant = 8.0 1/bohr
Screened 1s, Dirac = -2754.7952 hartree
Screened 1s, ZORA = -3020.4779 hartree
Screened 1s, Coulomb map = -2972.8485 hartree
Screened 1s, ZORA minus map = -47.6294 hartree
```
